# Thermal dissociation of boron–hydrogen pairs in silicon, with and without retrapping

## Problem

Hydrogen passivates a boron acceptor in silicon by forming a neutral B–H pair with it. When the pair breaks up, it leaves a negatively charged acceptor B⁻ and a mobile ion H⁺. The break-up has an energy barrier $E=1.28$ eV and an attempt rate $\nu=2.8\times10^{14}$ s⁻¹. Both are effective values for complete separation: a hydrogen ion that falls straight back to the boron atom it came from does not count as having left.

(a) Explain why the dissociation rate has the form $k=\nu e^{-E/k_BT}$. Find how the number of pairs falls with time if freed hydrogen is never retrapped.

(b) Show that a pair then dissociates in about 48 s at 400 K, and say what "in 48 s" means.

(c) Show that retrapping cannot be neglected in neutral silicon with $N=10^{15}$ cm⁻³ active acceptors. Take the H⁺ diffusivity as $D=D_0e^{-E_m/k_BT}$, with the rough values $D_0=0.01$ cm²/s and $E_m=0.5$ eV, and the relative permittivity as 11.7.

(d) The same silicon now forms a reverse-biased Schottky diode with a total band bending of $V=5$ V. The pairs are few compared with the active acceptors and are spread evenly. Where in the depletion layer does the simple law hold?

(e) How far can the 48 s be trusted as a prediction?

## Solution

### (a) Rate and decay law

Describe the escape by one coordinate $s$ with mass $m$ in a potential $U(s)$, which has its minimum $U=0$ in the well and its top $U=E$ at the barrier. Assume that the well is in thermal equilibrium and that a particle crossing the top outward does not turn back. The rate is the outward flux at the top divided by the population of the well:

$$k=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}\;\frac{e^{-E/k_BT}}{\int_{\rm well}e^{-U(s)/k_BT}ds}.$$

The upper velocity integral is $k_BT/m$ and the lower one is $\sqrt{2\pi k_BT/m}$, so their ratio is $\sqrt{k_BT/2\pi m}$. For $E\gg k_BT$ the particle stays near the bottom, where $U\approx\tfrac12m\omega^2s^2$, and the well integral is $\sqrt{2\pi k_BT/m\omega^2}$. Therefore

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\omega\sqrt{\frac{m}{2\pi k_BT}}\;e^{-E/k_BT}=\frac{\omega}{2\pi}\,e^{-E/k_BT}.$$

The prefactor is the vibration frequency of the well, and the Boltzmann factor $p=e^{-E/k_BT}$ acts as the probability of success per attempt. The harmonic step costs little here. For the cubic well $U=E(3s^2-2s^3)$, with its top at $s=1$, numerical integration at 400 K gives 0.9962 times the harmonic result.

A real pair has many coordinates, and their vibrations are absorbed in the prefactor. The assumption of no return does not hold for the bond itself, since an ion released at a small distance $r_0$ mostly falls back (part (c)). Its escape probability, about $e^{-e^2/4\pi\varepsilon r_0k_BT}$, has Boltzmann form when $r_0$ is well above the bond length, so it preserves the Arrhenius law and is contained in the effective barrier $E$ (0.12 eV of it for $r_0=1$ nm, 0.25 eV for 0.5 nm). If the separation is limited by diffusion throughout, the prefactor gains a factor $1/T$, like the capture coefficient of part (c), which lowers the apparent barrier by $k_BT\approx0.03$ eV. The given $\nu$ is 33.6 times $k_BT/h=8.33\times10^{12}$ s⁻¹. A single vibration of this frequency would have the energy quantum $h\nu=33.6\,k_BT=1.16$ eV, nearly the whole barrier, so $\nu$ is best read as an effective prefactor and not as the frequency of one vibration.

In a time $t$ a pair makes $\nu t$ attempts. If they are independent, the probability that all of them fail is

$$(1-p)^{\nu t}=e^{\nu t\ln(1-p)}\approx e^{-\nu pt}=e^{-kt},$$

because $\ln(1-p)=-p-p^2/2-\dots$ and $p$ is minute. Without retrapping, a pair once broken stays broken, so the number of pairs is

$$P(t)=P(0)\,e^{-kt}.$$

### (b) The lifetime at 400 K

The probability that a pair breaks between $t$ and $t+dt$ is $ke^{-kt}dt$. The mean lifetime follows by integration by parts:

$$\tau=\int_0^\infty t\,ke^{-kt}dt=\Big[-te^{-kt}\Big]_0^\infty+\int_0^\infty e^{-kt}dt=\frac1k=\frac{1}{\nu}\,e^{E/k_BT}.$$

At 400 K, $k_BT=0.034469$ eV, so that

$$\frac{E}{k_BT}=\frac{1.28}{0.034469}=37.134,\qquad p=e^{-37.134}=7.460\times10^{-17},$$

$$k=(2.8\times10^{14}\ {\rm s^{-1}})(7.460\times10^{-17})=0.02089\ {\rm s^{-1}},\qquad \tau=\frac1k=47.9\ {\rm s}.$$

This is the stated 48 s. It is a mean lifetime, not a moment at which the pairs are gone: after 48 s a fraction 0.367, close to $1/e$, is still intact. Half of the pairs have broken after $\tau\ln2=33.2$ s.

### (c) Neutral silicon: retrapping wins

A freed H⁺ is attracted by every active B⁻. At distance $r$ the field of one acceptor is $e/4\pi\varepsilon r^2$, directed inward, and H⁺ drifts in it with velocity $\mu e/4\pi\varepsilon r^2$. If the hydrogen density is $n$, the number of ions flowing per second through a sphere around the acceptor is

$$4\pi r^2\,n\,\frac{\mu e}{4\pi\varepsilon r^2}=\frac{\mu e}{\varepsilon}\,n\equiv c\,n .$$

The radius has dropped out, so a uniform density is consistent with steady flow, and a uniform density carries no diffusion current. Two assumptions enter: every ion drawn in is captured, and screening by holes is neglected.

The Einstein relation gives the mobility $\mu=eD/k_BT$. With $D=5.02\times10^{-9}$ cm²/s at 400 K, $\mu=1.45\times10^{-7}$ cm²/Vs and $c=2.25\times10^{-14}$ cm³/s. A free ion is therefore captured after a mean time

$$\frac{1}{cN}=0.0444\ {\rm s},$$

about a thousand times shorter than $\tau$.

Let $H$ be the density of free hydrogen and $P$ that of pairs, in a region that hydrogen neither enters nor leaves. Then

$$\frac{dP}{dt}=-kP+cNH,\qquad P+H=M={\rm const}.$$

Here $N$ is treated as constant, which is justified if $M\ll N$. In the steady state $k(M-H)=cNH$, so

$$\frac{H}{M}=\frac{k}{k+cN}=9.27\times10^{-4}.$$

Without retrapping, about 63% of the pairs would be broken after 48 s. With it, about one in a thousand are broken at any moment, for the rough diffusion values given. Each pair still breaks at the rate $k$, but new pairs form just as fast. The 48 s is thus the mean time for one pair to separate completely. The bond itself opens far more often, but an ion well inside the Coulomb radius $e^2/4\pi\varepsilon k_BT=3.6$ nm nearly always falls back (from 1 nm it escapes with a probability of about 0.03). The 48 s becomes the decay time of the passivation where the freed hydrogen is carried away.

### (d) The depletion layer

**Field.** Let $x$ be the depth below the metal and $W$ the width of the depletion layer. The fixed charge density is $-eN$, so $dF/dx=-eN/\varepsilon$. With $F(W)=0$,

$$F(x)=\frac{eN}{\varepsilon}(W-x).$$

The field points into the silicon and drives H⁺ away from the metal. The band bending is the integral of the field:

$$V=\int_0^WF\,dx=\frac{eNW^2}{2\varepsilon}\quad\Rightarrow\quad W=\sqrt{\frac{2\varepsilon V}{eN}}=2.54\ {\rm \mu m}.$$

The surface field is $F(0)=2V/W=0.039$ MV/cm.

**Capture cross section.** A drifting ion follows a field line, and it is captured if that line ends on an acceptor. By Gauss's law the flux ending on one B⁻ is $e/\varepsilon$. Far upstream these lines fill an area $\sigma$ of the uniform field $F$, which carries the flux $\sigma F$. Hence

$$\sigma=\frac{e}{\varepsilon F}.$$

At the surface this is 393 nm², an area about 20 nm across. The typical spacing of acceptors is $N^{-1/3}=100$ nm, and the mean distance to the nearest neighbour is 55 nm. Both are larger, so near the surface the targets are mostly well separated. The target grows with depth, to a diameter of 37 nm at $0.63W$ and 71 nm at $0.9W$, where neighbouring targets overlap. Overlap does not spoil the count: each acceptor still ends the flux $e/\varepsilon$, so the captured areas of neighbours add up. What fails near the edge of the layer is the depletion picture itself, since at $0.9W$ the holes already reach about 10% of $N$. The capture rate is $\sigma\mu Fn=\mu en/\varepsilon$, the same $cn$ as in part (c): a stronger field moves the ion faster but shrinks the target in proportion. Diffusion, left out of this picture, does not change the rate. The uniform field carries as many ions into a sphere around the acceptor as out of it, so a uniform density is still consistent with steady flow and the net inflow is still $cn$.

**Survival of one ion.** Let $S$ be the probability that an ion released at $x_0$ reaches $x$ without capture. In each step $dx$ it is captured with probability $N\sigma\,dx$, and inserting $F(x)$ gives $N\sigma=1/(W-x)$. Therefore

$$\frac{dS}{dx}=-\frac{S}{W-x}\quad\Rightarrow\quad \ln S=\ln(W-x)-\ln(W-x_0)\quad\Rightarrow\quad S=\frac{W-x}{W-x_0}.$$

The doping has cancelled except through $W$. More acceptors mean more targets, but also a stronger field and smaller targets.

**Net loss of pairs.** The drift time from the surface to $0.9W$ is

$$\int_0^{0.9W}\frac{dx}{\mu F}=\frac{\varepsilon}{\mu eN}\int_0^{0.9W}\frac{dx}{W-x}=\frac{\ln10}{cN}=0.102\ {\rm s}.$$

This is far shorter than $\tau$, so the stream of hydrogen adjusts at once to the pairs that feed it. With a uniform pair density $P$, the stream per unit area at depth $x$ is the sum over all upstream releases that survive:

$$J(x)=\int_0^x kP\,\frac{W-x}{W-x_0}\,dx_0=kP\,(W-x)\ln\frac{W}{W-x}.$$

The density of captures per second is $JN\sigma=J/(W-x)$. Subtracting it from the releases $kP$ gives the initial net loss

$$-\frac{dP}{dt}=kP\left[1-\ln\frac{W}{W-x}\right].$$

At the surface the logarithm vanishes, because no hydrogen arrives from upstream. There the law of part (a) holds in this model, provided that the metal supplies no hydrogen. At $0.1W$ the net loss is 0.895 of the simple value, and at $0.5W$ it is 0.307. It is zero where $W/(W-x)=e$, that is at

$$x=W\left(1-\frac1e\right)=0.632\,W,$$

and beyond this depth pairs accumulate at first. These values take $k$ as independent of the field. If $k$ follows the local field through Onsager's factor of part (e), the net loss relative to the surface rate is 0.877 at $0.1W$ and 0.250 at $0.5W$, and the zero moves to $0.61\,W$.

So the 48 s applies to the shallow part of the layer. A signal averaged over the whole layer would mix regions of loss and gain. The formula also gives $J\to0$ as $x\to W$, which means that hydrogen is moved deeper and not removed from the layer. Close to $W$ this should not be taken literally, since the field there is weak, diffusion competes with drift, and holes are present. With diffusion and the hole tail included, a stream of about $0.09\,kPW$, a quarter of the peak value, crosses $x=W$.

### (e) How far to trust the number

**Sensitivity to the inputs.** The barrier stands in an exponent. With $\nu$ and $T$ fixed, a change of 0.03 eV multiplies or divides $\tau$ by $e^{0.03/0.034469}\approx2.4$: the lifetime becomes 20 s for the lower barrier and 114 s for the higher one. For temperature,

$$\frac{d\ln\tau}{dT}=-\frac{E}{k_BT^2}=-\frac{37.134}{400\ {\rm K}}=-0.093\ {\rm K^{-1}},$$

so one kelvin matters by about 9%. With $E$ and $\nu$ fixed, $\tau$ is 124 s at 390 K and 19 s at 410 K. Extrapolated to 300 K it is 132 days.

**Lowering of the barrier by the field.** Along the field direction, the energy of H⁺ at distance $r$ from its acceptor is

$$U(r)=-\frac{e^2}{4\pi\varepsilon r}-eFr .$$

Setting $dU/dr=0$ gives $r_m=\sqrt{e/4\pi\varepsilon F}$. Both terms are then equal, and the top lies below the zero-field limit $U=0$ by

$$\Delta E=2e\sqrt{\frac{eF}{4\pi\varepsilon}}=0.044\ {\rm eV}$$

at the surface. This would shorten the lifetime to 13 s. It is a generous upper estimate for this diode: the lowering is smaller for escape in other directions, and the field is weaker at greater depth. For diffusive escape in three dimensions, Onsager's result $2I_1(\beta)/\beta$ with $\beta=\Delta E/k_BT$ raises the rate by only 1.22 at the surface field, which gives a lifetime of 39 s. Either correction applies only if 1.28 eV is a zero-field barrier. If the value was extracted from data taken in a similar field, the lowering is already included and must not be applied twice.

**Tunnelling.** The top meant here is that of the bond-breaking step. The broad Coulomb maximum at $r_m=5.6$ nm has a quantum of only 0.2 meV and gives no tunnelling correction. Near a parabolic barrier top with energy quantum $\hbar\omega_b$, a particle whose energy differs from the top by $yk_BT$ is transmitted with probability $1/(1+e^{-2\pi y/u})$, where $u=\hbar\omega_b/k_BT$. Classically the thermal average is $\int_0^\infty e^{-y}dy=1$, so the rate is multiplied by

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}\,dw=\frac{u/2}{\sin(u/2)}\qquad(u<2\pi).$$

The substitution is $w=e^{-2\pi y/u}$, and the last step uses the standard integral $\int_0^\infty w^{a-1}/(1+w)\,dw=\pi/\sin\pi a$ for $0<a<1$. A rough quantum of 0.1 eV gives $u=2.90$, a factor of 1.46 and a lifetime of 33 s. This is the tunnelling factor alone. If $E$ and $\nu$ were purely classical values, the quantised vibration in the well (zero-point energy) would also enter. In one dimension it multiplies the rate by a further $\sinh(u_0/2)/(u_0/2)$, with $u_0=\hbar\omega/k_BT$. In the cubic well of part (a), bottom and top have the same curvature, so this factor is about 1.4, the total about 2.0 and the lifetime about 24 s. These factors depend steeply on the rough quantum: for 0.236 eV the well factor alone is 4.5, and $u=6.85$ exceeds $2\pi$, where the parabolic-barrier formula fails. A measured rate already contains both effects.

**The real case.** The diode corresponds to reverse-bias annealing, in which a hydrogenated p-type Schottky diode is heated under bias and the return of active acceptors is followed. Its doping is light, and the hydrogen diffusion values are rough. At 400 K the intrinsic carrier density, scaled from a rough $10^{10}$ cm⁻³ at 300 K with a gap of 1.12 eV, is $3.5\times10^{12}$ cm⁻³, or 0.35% of the acceptor density; the narrowing of the gap with temperature raises it to about $5\times10^{12}$ cm⁻³. The surface field is 0.13 of a rough breakdown field of 0.3 MV/cm. Neither upsets the depletion picture. The leakage current of the diode at 400 K must also be small. With thermionic emission and a Richardson constant of 32 A/cm²K², a Schottky barrier of 0.55 eV gives about 0.6 A/cm², whose holes stay below 0.5% of $N$ down to $0.9W$. For 0.45 eV the current is about 11 A/cm² and its holes amount to 1–7% of $N$ over the same range. These fractions assume a hole mobility of about 250 cm²/Vs with velocity saturation. Image-force lowering of the barrier, 0.022 eV at the surface field, nearly doubles these values. The current also heats the diode. In a wafer 0.5 mm thick, cooled from the back, with a thermal conductivity of 1 W/cm K, 0.6 A/cm² warms the junction by about 0.2 K, but 11 A/cm² drops about 14 V in the substrate and warms it by about 6 K, which nearly halves $\tau$. Of the effects estimated here, retrapping is by far the largest: in neutral silicon with few pairs ($M\ll N$) and the rough diffusion values used here, it lowers the broken fraction after 48 s from about 63% to about 0.1%. This figure is not general. It holds where the hydrogen density is uniform. A freed ion travels about $\sqrt{D/cN}=0.15$ µm before capture and each pair breaks about once in 48 s, so near an edge or a sink the local pair density changes far more: it falls by about 19% at 0.1 µm inside a sharp edge of the hydrogenated region, and by about 38% at 0.1 µm from a surface that absorbs hydrogen. The uniform value also depends on the inputs. It rises to 1.7% for $E_m=0.6$ eV. It also rises when hydrogen passivates much of the boron, a case outside the few-pairs assumption of parts (c) and (d): for $10^{15}$ cm⁻³ boron it is about 0.9% at 90% passivation and 3% at full passivation.

The given $E$ and $\nu$ thus yield 48 s by arithmetic. As a prediction for a real sample, the number changes by a factor of 2.4 for an error of 0.03 eV in the barrier alone, and it depends on the field in which the barrier was determined. If $E$ and $\nu$ were fitted together to rates measured near 400 K, their errors largely compensate there, and the lifetime is more reliable than the error of $E$ alone suggests. The main values are collected in the numerical output below; several side estimates, mostly in part (e), are not listed there.

## Values computed for the example and the checks

```
barrier: 1.28 eV
attempt rate: 2.8e+14 1/s
temperature: 400 K
thermal energy kT: 0.034469 eV
barrier / kT: 37.134
success probability per attempt: 7.460e-17
dissociation rate: 0.02089 1/s
mean lifetime: 47.88 s
mean lifetime from attempt counting: 47.88 s
half-life: 33.2 s
fraction intact after 48 s: 0.367
flux rate / (f exp(-E/kT)), cubic well: 0.9962
kT/h: 8.33e+12 1/s
attempt rate / (kT/h): 33.6
active acceptors: 1.0e+15 1/cm3
total band bending: 5.0 V
relative permittivity: 11.7
depletion width: 2.54 um
surface field: 0.0393 MV/cm
H diffusion prefactor (rough): 0.01 cm2/s
H migration barrier (rough): 0.50 eV
H diffusivity: 5.02e-09 cm2/s
H mobility: 1.45e-07 cm2/Vs
H drift time to 0.9 W: 0.102 s
capture coefficient: 2.25e-14 cm3/s
capture time in neutral Si: 0.0444 s
free H fraction in neutral Si: 9.27e-04
capture cross section at surface: 393 nm2
relative net loss rate at 0.1 W: 0.895
relative net loss rate at 0.5 W: 0.307
depth where net loss changes sign: 0.632 W
field lowering, upper estimate: 0.0440 eV
lifetime with that lowering: 13.4 s
barrier-top quantum (rough): 0.10 eV
tunnelling rate factor: 1.46
lifetime with tunnelling factor: 32.8 s
lifetime, barrier -0.03 eV: 20.1 s
lifetime, barrier +0.03 eV: 114.3 s
lifetime at 390 K: 124.1 s
lifetime at 410 K: 19.4 s
lifetime at 300 K: 1.14e+07 s
lifetime at 300 K: 132 days
intrinsic density at 300 K (rough): 1e+10 1/cm3
band gap used (rough): 1.12 eV
intrinsic density at 400 K: 3.5e+12 1/cm3
intrinsic / acceptor density: 0.0035
breakdown field (rough): 0.3 MV/cm
surface field / breakdown field: 0.13
```
